\section*{Vacancy hopping in a resistor network and the cost of stale fields}

\section{A gap that changes its own field}

Some oxide memory cells switch on when oxygen vacancies bridge an insulating gap. Each vacancy that enters the gap makes its surroundings more conducting. The voltage then falls across the remaining insulating links, the current rises, and Joule heat warms the oxide. All of this alters the rate of the next hop.

A simulation must therefore alternate between random hops and the solution of a current and heat problem. It is tempting to solve that problem only now and then. The question is whether this changes the mean switching time, and how one can tell.

Take a vertical section of such a gap, with $3\times3$ sites and spacing $a=0.5$ nm. A vacancy reservoir, the anode, lies above the first row, and a metal cathode below the last. There are four links from anode to cathode, so the gap is 2 nm long. The applied voltage is 0.9 V and both electrodes are at 300 K. A site holds at most one vacancy. Vacancies enter from and return to the reservoir, but cannot enter the cathode. Switching is the first moment at which neighbouring vacancies join reservoir to cathode. It is checked after every hop, so that any error studied here comes from the rates and not from late detection.

\section{The fields a hop needs}

Let $s$ be the vacancy configuration. A link between nodes $i$ and $j$ has conductance $g_{ij}(s)=0.1$, 0.3 or 20 $\mu$S when zero, one or two of its ends are occupied; both electrodes count as occupied. With charge storage neglected, the currents leaving each gap site sum to zero:
\begin{equation}
\sum_j g_{ij}(s)\,(V_i-V_j)=0 .
\end{equation}
The link dissipates $g_{ij}(V_i-V_j)^2$, and half of this is assigned to each end. In steady state
\begin{equation}
\sum_j G_{\rm th}(\theta_i-\theta_j)=\frac12\sum_j g_{ij}(V_i-V_j)^2 ,
\end{equation}
where $\theta_i$ is the site temperature. A link of cross-section $a^2$ and length $a$ has $G_{\rm th}=\kappa a^2/a=\kappa a$, with $\kappa=1$ W/(m K). Heat leaves through the electrodes alone.

A vacancy of charge $ze$, $z=2$, moves from $i$ to $j$ over a saddle taken to lie halfway. At the saddle it has gained half the electrical energy $ze\Delta V$, where $\Delta V=V_i-V_j$ is positive when the hop runs down in potential. The barrier is lowered by that half, so
\begin{equation}
k=\nu\exp\left[-\frac{E_a-\frac z2 e\Delta V}{k_B\theta_{\rm link}}\right],
\label{rate}
\end{equation}
with $\nu=10^{13}$ s$^{-1}$, $E_a=0.8$ eV and $\theta_{\rm link}$ the mean temperature of the two ends. The linear lowering makes sense while the barrier stays positive; the smallest value in any unswitched configuration is 0.151 eV.

The empty gap can be solved by hand. Its three columns are identical, so no current flows sideways. Each column has two outer links of 0.3 $\mu$S and two inner links of 0.1 $\mu$S:
\begin{align}
R&=\frac{2}{0.3}+\frac{2}{0.1}=26.67\ {\rm M}\Omega,\\
I_{\rm col}&=\frac{0.9}{26.67}=0.03375\ \mu{\rm A},\\
\Delta V_{\rm entry}&=\frac{0.03375}{0.3}=0.1125\ {\rm V}.
\end{align}
The entry link is at 313.3 K, so $k_B\theta=0.0270$ eV. The barrier is $0.8-0.1125=0.6875$ eV, and (\ref{rate}) gives 87.2 entries per second in each column.

Now fill the central column from the cathode upwards. With one vacancy the entry drop is 0.156 V and the entry rate 755 s$^{-1}$. With two, the drop is 0.385 V, the link is at 346 K, and the rate is $9.05\times10^6$ s$^{-1}$. Two vacancies have raised it by a factor of about $10^5$.

\section{What the naive scheme does}

The simplest scheme solves the fields once, for the empty gap, and keeps them. Its outcome can be estimated. Entries arrive in the three columns at equal rates, so the mean wait for one is
\begin{equation}
t_1=\frac1{3\times87.2\ {\rm s}^{-1}}=3.82\ {\rm ms}.
\end{equation}
An inner link carries $0.03375/0.1=0.3375$ V, which leaves a barrier of 0.4625 eV. At about 332 K the descent rate is near $10^6$ s$^{-1}$, so a vacancy sinks to the lowest free site long before the next one enters. Sideways hops have no voltage drop in these fields. Their rate is roughly 5 to 12 s$^{-1}$ in each direction, which is slow compared with the total entry rate of 262 s$^{-1}$. The process is then close to dropping balls at random into three bins until one bin holds three.

Let $N$ be the number of drops. Since $\langle N\rangle=\sum_{n\ge0}P(N>n)$, we need the chance that no bin holds more than two after $n$ drops. For $n=0,1,2$ it is 1. For $n=3$, 3 of the 27 sequences fill one bin, leaving $24/27$. For $n=4$, the occupations $(2,2,0)$ and $(2,1,1)$, each in three orders, contribute $3\times6+3\times12=54$ of 81 sequences. For $n=5$, $(2,2,1)$ contributes $3\times30=90$ of 243. For $n=6$, $(2,2,2)$ contributes 90 of 729. Seven drops always suffice. Hence
\begin{equation}
\langle N\rangle=3+\frac{24}{27}+\frac{54}{81}+\frac{90}{243}+\frac{90}{729}=5.05,
\end{equation}
and the estimated switching time is $5.05\times3.82=19.3$ ms. The full calculation with frozen fields gives 19.5 ms.

With fields renewed after every hop the mean is 4.54 ms. The first wait of 3.82 ms accounts for 84\% of it; after that, the altered fields hasten the later entries. The frozen scheme makes each entry as slow as the first and overestimates the mean by 329\%.

\section{The event-by-event scheme}

In this model the voltages and temperatures depend on $s$ alone. Between hops $s$ does not change, so neither do the rates. Let $k_h(b,s)$ be the rate of hop $h$ out of $s$, computed with the fields of configuration $b$, and let
\begin{equation}
\Gamma_b(s)=\sum_h k_h(b,s).
\end{equation}
With fresh fields, $b=s$, the probability of no hop during $t$ is $e^{-\Gamma_s(s)t}$. This fixes the algorithm:
\begin{enumerate}
\item Solve the Kirchhoff equations for $s$, then the heat equations.
\item Draw a waiting time from the exponential law with rate $\Gamma_s(s)$.
\item Choose hop $h$ with probability $k_h(s,s)/\Gamma_s(s)$, move the vacancy, and test for switching.
\item Return to the first step.
\end{enumerate}
There is no time step and hence no time-step error. A solution may be stored and reused when the same configuration returns, because it is the same function of $s$. If the applied voltage varied in time, or heat were stored over a dwell, the rates would change between hops and the exponential law would have to be replaced.

The mean remaining time $T(s)$ follows from the first hop. One waits $1/\Gamma_s(s)$ on average and continues from the new configuration $s_h$:
\begin{equation}
T(s)=\frac1{\Gamma_s(s)}+\sum_h\frac{k_h(s,s)}{\Gamma_s(s)}T(s_h).
\end{equation}
Multiplying by $\Gamma_s(s)$ and collecting terms,
\begin{equation}
\sum_h k_h(s,s)\,[T(s_h)-T(s)]=-1,
\label{mean}
\end{equation}
with $T=0$ after switching. Here there are 315 unswitched configurations, so (\ref{mean}) is a small linear system; it gives the 4.54 ms quoted above. As a test, 4000 trajectories of the algorithm gave $4.53\pm0.06$ ms, the uncertainty being one standard error.

\section{An identity for the bias}

Suppose the fields in use belong to an earlier configuration $b_t$ while the vacancies are in $s_t$. Site occupation still decides which hops are allowed; only their rates are stale. For any function $f$ of the configuration define
\begin{equation}
(L_bf)(s)=\sum_h k_h(b,s)\,[f(s_h)-f(s)].
\end{equation}
In a short time $dt$, hop $h$ occurs with probability $k_h\,dt$ and changes $f$ by $f(s_h)-f(s)$. The expected change of $f$ is therefore $(L_{b_t}f)(s_t)\,dt$. Choose $f=T$, the fresh remaining time, and add these changes from the start $s_0$ to the switching time $\tau_{\rm sw}$. Since $T$ ends at zero,
\begin{equation}
-T(s_0)=E\int_0^{\tau_{\rm sw}}(L_{b_t}T)(s_t)\,dt .
\end{equation}
This requires a finite mean switching time, as holds here. Add and subtract the fresh operator and use (\ref{mean}), which says $(L_sT)(s)=-1$:
\begin{equation}
(L_bT)(s)=-1+D(b,s),
\end{equation}
\begin{equation}
D(b,s)=\sum_h[k_h(b,s)-k_h(s,s)]\,[T(s_h)-T(s)].
\end{equation}
The integral of $-1$ is $-E\tau_{\rm sw}$. Rearranging,
\begin{equation}
E\tau_{\rm sw}-T(s_0)=E\int_0^{\tau_{\rm sw}}D(b_t,s_t)\,dt .
\label{bias}
\end{equation}
The average runs over the delayed process, and no small-delay approximation has been made.

The identity shows when delay matters. A hop that leaves the remaining time unchanged adds no term to $D$; its stale rate acts only indirectly, by changing how long the delayed process spends in each pair $(b,s)$. If a hop shortens that time and its stale rate is too low, both factors in $D$ are negative and its contribution to the bias is positive. If its stale rate is too high, its contribution is negative. Contributions of both signs can cancel.

A two-step process shows both signs. Let the fresh rates be $k_1$, then $k_2$, and let the second step wrongly use $k_1$. The second state lasts $1/k_1$ on average, and its remaining fresh time is $1/k_2$. Thus
\begin{equation}
{\rm bias}=\frac1{k_1}(k_1-k_2)\left(0-\frac1{k_2}\right)=\frac1{k_1}-\frac1{k_2}.
\end{equation}
Delay lengthens the process if the second step should have been faster, and shortens it if it should have been slower.

\section{Refreshing after a fixed number of hops}

Let the fields be renewed after every $m$ hops. A block begins in $b$ with fresh fields. Let $p_j(s)$ be the probability of being in $s$, unswitched, after $j$ hops of the block. The mean time spent there before the next hop is $p_j(s)/\Gamma_b(s)$. Multiplying this time by a hop rate gives the probability carried by that hop, so
\begin{equation}
p_{j+1}(s')=\sum_s\frac{p_j(s)}{\Gamma_b(s)}\sum_{h:\,s_h=s'}k_h(b,s).
\end{equation}
Summing times over the block gives $w_b(s)=\sum_{j=0}^{m-1}p_j(s)/\Gamma_b(s)$, and $P_{bs}=p_m(s)$ is the distribution at the next refresh. The delayed mean then obeys
\begin{equation}
T_{\rm del}(b)=\sum_sw_b(s)+\sum_sP_{bs}T_{\rm del}(s).
\label{block}
\end{equation}

The mean times and biases relative to 4.54 ms are:
\begin{center}
\begin{tabular}{rrr}
$m$ & mean (ms) & bias (\%)\\
2 & 4.90 & 8\\
4 & 12.00 & 164\\
8 & 11.61 & 155\\
16 & 19.38 & 327
\end{tabular}
\end{center}
For these delays the direct difference from (\ref{block}) was tested against (\ref{bias}); the two agreed within $10^{-5}$ of the larger mean time. For $m=8$, 4000 trajectories gave $11.58\pm0.11$ ms.

The bias does not grow steadily with $m$, and counting hops shows why. The shortest route to switching takes $1+2+3=6$ hops, so even $m=8$ can cover a whole event. For $m=8$, three entries use the initial fields. If they fall in one column, the gap has switched. If they fall in two, the eighth hop completes the last descent; if in three, the last vacancy is one hop short of the bottom. The expected cost is $3t_1=11.47$ ms, and the calculated mean exceeds it by only 0.14 ms.

For $m=4$, the usual first block is entry, descent, descent, entry. Two slow waits cost 7.65 ms, and the refresh then catches a vacancy at the top of its column. Its entry link is momentarily a 20 $\mu$S link with little voltage across it. When the vacancy sinks, the stale fields still assign that small drop to an entry in the same column. The calculated mean exceeds the two slow waits by another 4.35 ms; in (\ref{bias}), the first block supplies 70 of the 164 percentage points and entries into a top site that was occupied at the last refresh supply 41, so this mechanism explains only part of the excess; the rest was not resolved. For $m=16$, the ball-dropping sequence finishes within 16 hops even in its longest case, $3\times(3+2)+1$, so the result is close to that of frozen fields.

The sum in (\ref{bias}) can be split by hop type. For $m=4$, entries from the reservoir supply 161 of the 164 percentage points. At $m=8$, delaying voltage alone gives a bias of 72\%, delaying temperature alone 10\%, and delaying both 155\%. The effects do not add: voltage and temperature enter the same exponent, and each changes the configurations visited.

\section{Refreshing by the clock}

One might instead renew the fields at random times with mean spacing $\tau$. During a block, each configuration is left at total rate $\Gamma_b(s)+1/\tau$. Balancing the start and the inflow against this loss gives
\begin{equation}
\left[\Gamma_b(s)+\frac1\tau\right]w_b(s)
=\delta_{bs}+\sum_{s'}w_b(s')\sum_{h:\,s'_h=s}k_h(b,s').
\end{equation}
A refresh occurs at rate $1/\tau$, so $P_{bs}=w_b(s)/\tau$, and (\ref{block}) applies again.

For a short lag, fields are stale mainly just after a hop. If $u(s)$ is the mean time spent in $s$ by the fresh process, hop $h$ from $s$ occurs $u(s)k_h(s,s)$ times on average. The old fields then persist for a mean time $\tau$. Inserting this in (\ref{bias}) gives
\begin{equation}
{\rm bias}=S\tau+O(\tau^2),\qquad
S=\sum_su(s)\sum_hk_h(s,s)D(s,s_h),
\label{slope}
\end{equation}
with $D=0$ after switching. For a fixed spacing $\Delta$, a hop falls, to leading order, uniformly within an interval. The mean time left to the next refresh is
\begin{equation}
\frac1\Delta\int_0^\Delta(\Delta-x)\,dx=\frac\Delta2,
\end{equation}
so the bias is $S\Delta/2$. Both laws require the lag to be short compared with the dwell times of the configurations that contribute, under the old fields as well as the new.

They were tested at an ambient temperature of 800 K, where the rates span fewer decades. If the bias is $B(t)=St+Ct^2$, then $2B(t)/t-B(2t)/(2t)=S$, which removes the next order. With $t=5.99\times10^{-15}$ s, the measured slopes were 15.823 for random and 7.912 for fixed refreshes; the laws give 15.823 and 7.912.

At 300 K, $S=7.05\times10^4$. This large number is a warning. For $\tau=1$ ns, a lag of only $2\times10^{-7}$ of the switching time, the bias is already 0.73\%, or about 33 $\mu$s. The largest terms in $S$ come from a vacancy that has just moved from the first row to the second. With fresh fields the configuration would last about 10 $\mu$s, but the old fields send the vacancy on to the last row within about 1 ns. This early descent lengthens the mean remaining time by roughly 0.04 to 0.12 ms, so the error can greatly exceed the lag. The linear law predicts 1.55\% here, and so has already failed by a factor of two.

The bias then stays near 1\% over four decades, without growing steadily: 1.27\% at 10 ns, 0.96\% at 0.1 $\mu$s, 0.58\% at 1 $\mu$s and 1.19\% at 10 $\mu$s. It reaches 5.2\% at 0.1 ms. At 1 ms the bias is 31\%, and at 100 ms it is 298\%, near the frozen limit. Two time scales therefore matter here. An interval of about the time in which stale fields can force a wrong hop already costs about 1\%. The large errors appear when the interval becomes comparable with the waits for new vacancies to enter, which are of the order of a millisecond.

\section{How far the example reaches}

The voltage, gap and barrier are rough values in the regime of hafnium-oxide memory cells. Such cells can be switched in nanoseconds to microseconds under suitable pulses, so a 4.5 ms mean describes a slow, low-voltage event. The mean field is 4.5 MV/cm, but the largest link field is 13 MV/cm, beyond the few MV/cm at which thick oxide films typically break down. Real gaps are three-dimensional and also lose heat sideways. The heat equation applies a bulk conductivity to links of atomic length and leaves out the thermal resistance of the electrode interfaces, which can exceed that of so thin a gap. The numbers test an algorithm and do not predict a device.

Two assumptions are especially weak. The estimated Poole--Frenkel lowering at the mean field, for an optical relative permittivity of 4, is 0.80 eV, so ohmic insulating links are not a sound description of conduction. Raising the empty-link conductance to 0.3 $\mu$S shortens the fresh mean to 0.049 ms, a factor of 93, and changes the $m=8$ bias to 292\%. Bare repulsion between neighbouring vacancies would be 0.52 eV at a relative permittivity of 22. A screened value of 0.1 eV per pair, with half of the change in pair energy added to each barrier, leaves the mean at 4.59 ms but raises the bias to 182\% (the worst pairing of stale fields and hop then leaves a barrier of only 0.001 eV, the edge of the linear lowering); the unscreened case was not calculated.

Operation matters too. Holding the current at its initial value lets the cell voltage fall as vacancies enter. The fresh mean becomes 13.9 ms and the $m=8$ bias drops to 90\%. At 358 K and fixed voltage they are 0.092 ms and 139\%. The bias stays positive in these four variants, but (\ref{bias}) does not require that.

The steady heat equation assumes that the temperature follows each hop without delay. For a volumetric heat capacity of $2.5\times10^6$ J/(m$^3$ K), the slowest thermal response of the network takes about 1 ps. Using that time as a short temperature lag in (\ref{slope}) gives an estimated bias near $10^{-7}$\%. This is an estimate, since real temperature relaxes smoothly and the fastest possible hops approach the same time scale. The neglected charge storage is larger but still small: a link capacitance $\epsilon_0\epsilon a$ with $\epsilon=22$ over 0.1 $\mu$S also gives about 1 ps, and a voltage lag of that size produces a bias near $10^{-3}$\%.

\section{Choosing the update rule}

For a model of this kind, renewing the fields after every hop is the reference. If that is too costly, a delayed rule should be compared with it on a network small enough for both, at the same voltage, temperature and circuit condition. Comparing two delayed rules with each other can mislead: $m=4$ and $m=8$ differ by only 3\% in their mean times, yet both are more than 150\% too slow. Where $T(s)$ can be calculated, $D(b,s)$ identifies the stale hops responsible. The numerical output below lists the main values used here.

\section*{Computed values}
\begin{verbatim}
gap length 2.00 nm, link 0.50 nm
voltage 0.90 V, mean field 4.50 MV/cm
barrier 0.80 eV, attempt rate 1.0e+13 1/s, charge +2 e
link conductance, 0/1/2 occupied ends: 0.10 0.30 20.00 uS
ambient 300.0 K, thermal conductivity 1.00 W/(m K)
unswitched configurations 315, allowed hops 2943
central column, 0 filled: I 0.1012 uA, entry drop 0.1125 V,
  entry link 313.3 K, hottest site 338.0 K, entry rate 8.718e+01 1/s
central column, 1 filled: I 0.1315 uA, entry drop 0.1564 V,
  entry link 320.5 K, hottest site 355.3 K, entry rate 7.552e+02 1/s
central column, 2 filled: I 0.2514 uA, entry drop 0.3854 V,
  entry link 345.7 K, hottest site 397.6 K, entry rate 9.054e+06 1/s
fresh mean switching time 4.54394e-03 s = 4.5439 ms
fresh mean number of hops 7.23
trajectories, m=1: 4.5279 +/- 0.0606 ms, 4000 runs
refresh every 2 hops: mean 4.9006 ms, bias 7.850 %, entry part 5.242 %
refresh every 4 hops: mean 11.9984 ms, bias 164.053 %, entry part 160.962 %
trajectories, m=8: 11.5830 +/- 0.1059 ms, 4000 runs
refresh every 8 hops: mean 11.6066 ms, bias 155.430 %, entry part 154.136 %
refresh every 16 hops: mean 19.3813 ms, bias 326.530 %, entry part 324.898 %
m=8, only voltage stale: bias 72.264 %
m=8, only temperature stale: bias 10.393 %
fields never refreshed: mean 19.5057 ms, bias 329.269 %
short-lag slope S 7.0483e+04 (dimensionless)
random refresh, mean spacing 1e-09 s: bias 7.3116e-01 %, S*tau 1.5512e+00 %
random refresh, mean spacing 1e-07 s: bias 9.6107e-01 %, S*tau 1.5512e+02 %
random refresh, mean spacing 1e-05 s: bias 1.1880e+00 %, S*tau 1.5512e+04 %
random refresh, mean spacing 1e-03 s: bias 3.1236e+01 %, S*tau 1.5512e+06 %
random refresh, mean spacing 1e-01 s: bias 2.9819e+02 %, S*tau 1.5512e+08 %
short-lag test at 800 K: S 15.82314, lag 5.987e-15 s
  random refresh: measured slope 15.82309, law 15.82314
  fixed refresh: measured slope 7.91157, law 7.91157
repulsion 0.1 eV per pair: fresh mean 4.5937e+00 ms, m=8 bias 182.071 %
empty link at 0.3 uS: fresh mean 4.8980e-02 ms, m=8 bias 292.183 %
forced initial current: fresh mean 1.3900e+01 ms, m=8 bias 90.355 %
ambient 358 K: fresh mean 9.1816e-02 ms, m=8 bias 139.484 %
bare vacancy repulsion at one link 0.524 eV (static permittivity 22)
Poole-Frenkel lowering at mean field 0.805 eV (optical permittivity 4)
largest link field 12.97 MV/cm, smallest possible barrier 0.151 eV
hottest site in any unswitched configuration 569.3 K
volumetric heat capacity 2.50e+06 J/(m3 K)
thermal response time 1.067 ps, estimated bias 1.129e-07 %
\end{verbatim}
